# Crossover length between tunnelling and thermal emission at a rectangular barrier

## Problem

An electron channel contains a rectangular barrier of height $V=0.40$ eV and length $L$. The effective mass is $m=0.19$ electron masses in the leads and in the barrier, and the temperature is $T=300$ K. The source is non-degenerate, and $V$ is measured from its band edge.

(a) At what length $L_0$ is the tunnelling exponential at the band edge equal to the thermal exponential $e^{-V/kT}$? Why may the energies in between be ignored?

(b) Are the tunnelling and thermal currents equal at that length? If not, where are they equal?

(c) How does each current respond to a change of barrier height at $L_0$?

(d) How far do temperature, mass, barrier shape, drain voltage and source filling move the answer?

## Setting up the current

The algebra uses atomic units, so $\hbar=1$. Numbers are in eV and angstrom. Transport is coherent, and the barrier depends on $x$ alone. Because the mass is the same everywhere, the transverse energy is conserved and does not affect transmission.

Let $E$ be the energy of motion along $x$, and $\mathcal T(E)$ the transmission. For a small voltage, the difference between the source and drain occupations is proportional to $-\partial f/\partial E$. In a non-degenerate source this is proportional to $e^{-E/kT}$, and the sum over transverse states gives a constant factor. Up to that factor,

$$J=\int_0^\infty \mathcal T(E)\,e^{-E/kT}\,dE=J_t+J_{th}.$$

Here $J_t$ is the part with $E<V$ (tunnelling) and $J_{th}$ the part with $E>V$ (thermal emission). Three dimensionless quantities are useful:

$$\varepsilon=\frac EV,\qquad b=\frac V{kT},\qquad s=2\kappa L,\qquad \kappa=\sqrt{2mV}.$$

**Transmission.** Let $k=\sqrt{2mE}$ and $\kappa_E=\sqrt{2m(V-E)}$. The wave is $e^{ikx}+re^{-ikx}$ on the left and $t\,e^{ik(x-L)}$ on the right. Inside, the solution that joins the outgoing wave with continuous value and slope at $x=L$ is

$$\psi(x)=t\left[\cosh\kappa_E(L-x)-\frac{ik}{\kappa_E}\sinh\kappa_E(L-x)\right].$$

Write $C=\cosh\kappa_EL$ and $S=\sinh\kappa_EL$. Matching value and slope at $x=0$, and dividing the slope condition by $ik$, gives

$$1+r=t\left[C-\frac{ik}{\kappa_E}S\right],\qquad 1-r=t\left[C+\frac{i\kappa_E}{k}S\right].$$

Their sum eliminates $r$:

$$2=t\left[2C+i\left(\frac{\kappa_E}{k}-\frac{k}{\kappa_E}\right)S\right].$$

The leads have equal velocities, so $\mathcal T=|t|^2$. With $C^2=1+S^2$,

$$\frac1{\mathcal T}=1+\frac{S^2}{4}\left(\frac{\kappa_E}{k}+\frac{k}{\kappa_E}\right)^2
=1+\frac{V^2\sinh^2\kappa_EL}{4E(V-E)}.$$

The last form uses $k^2+\kappa_E^2=2mV$. Above the barrier $\kappa_E$ is imaginary, and the same formula holds with the hyperbolic sine turned into a sine.

For a thick barrier, $\sinh^2\kappa_EL\approx e^{2\kappa_EL}/4$. Since $2\kappa_EL=s\sqrt{1-\varepsilon}$,

$$\mathcal T\approx16\,\varepsilon(1-\varepsilon)\,e^{-s\sqrt{1-\varepsilon}}.$$

This fails close to the top, where $\kappa_EL$ is no longer large.

## (a) Where the exponentials match

The thermal weight and the tunnelling exponential together give $e^{-\Phi}$, with

$$\Phi(\varepsilon)=b\varepsilon+s\sqrt{1-\varepsilon},\qquad
\Phi''(\varepsilon)=-\frac s4(1-\varepsilon)^{-3/2}<0.$$

A concave function on an interval has its minimum at an end. To exponential accuracy there are therefore two routes: tunnelling at the band edge, with $\Phi(0)=s$, and passage at the barrier top, with $\Phi(1)=b$. They match when $s=b$:

$$L_0=\frac{V}{2\kappa kT}=\frac{V}{2kT\sqrt{2mV}}=\frac1{kT}\sqrt{\frac{V}{8m}}.$$

At this length $\Phi'=b-b/(2\sqrt{1-\varepsilon})$ vanishes at $\varepsilon=3/4$, where $\Phi=3b/4+b/2=5b/4$. Intermediate energies thus have a larger exponent than either end. This property depends on the barrier shape, and part (d) gives two shapes that lack it.

For the numbers, $kT=0.02585$ eV and $b=15.473$. With the hartree (27.211 eV) and the bohr (0.52918 angstrom) as conversion units,

$$\kappa=\frac{\sqrt{2(0.19)(0.40/27.211)}}{0.52918}=0.1412\ \text{angstrom}^{-1},$$

$$L_0=\frac{15.473}{2(0.14124)}=54.8\ \text{angstrom}=5.48\ \text{nm}.$$

Both exponentials are then $1.9\times10^{-7}$. A higher barrier lengthens $L_0$, because the thermal exponent grows as $V$ and the tunnelling exponent only as $\sqrt V$.

## (b) Where the currents match

**Tunnelling current.** Near the band edge,

$$\sqrt{1-\varepsilon}=1-\frac\varepsilon2-\frac{\varepsilon^2}8-\cdots$$

The linear term reduces the decay of the thermal weight from $b$ to $a=b-s/2$. With $dE=V\,d\varepsilon$,

$$J_t\approx16Ve^{-s}\int_0^\infty\varepsilon\,e^{-a\varepsilon}
\left(1-\varepsilon+\frac{s\varepsilon^2}8+\cdots\right)d\varepsilon.$$

The upper limit may be extended because the integrand is concentrated at $\varepsilon$ of order $1/a$. The leading integral is $1/a^2$, so $J_t\approx16Ve^{-s}/a^2$.

An ideal thermal current has $\mathcal T=1$ above the top:

$$J_{id}=\int_V^\infty e^{-E/kT}dE=kT\,e^{-b}=\frac Vb\,e^{-b}.$$

The ratio is therefore

$$\frac{J_t}{J_{id}}\approx\frac{16\,b\,e^{b-s}}{(b-s/2)^2}.$$

At $L_0$, where $s=b$ and $a=b/2$, this is $64/b=4.14$.

The first correction needs averages with weight $\varepsilon e^{-a\varepsilon}$, which are $\langle\varepsilon\rangle=2/a=4/b$ and $\langle\varepsilon^2\rangle=6/a^2=24/b^2$. The bracket becomes $1-4/b+3/b=1-1/b$, and the ratio becomes $4.136(1-1/15.473)=3.87$. Quadrature with the full transmission formula gives 3.93, so the corrected estimate is about 1.5% below it. In the same quadrature, 85% of the tunnelling current comes from energies below $V/2$.

**Actual thermal current.** An abrupt barrier also reflects electrons that have enough energy to pass. At the top, $\sinh\kappa_EL\to\kappa_EL$, and the transmission formula gives

$$\mathcal T(V)=\frac1{1+\kappa^2L^2/4}=\frac1{1+s^2/16},$$

which is well below one for $s=b$. Averaged over the thermal distribution above the top, the transmission is 0.300 at $L_0$. The actual current ratio is then $3.93/0.300\approx13$. At the length where the exponentials match, tunnelling carries about 13 times the thermal current in this model.

**Equal currents.** Setting $J_t=J_{id}$ and taking the logarithm gives

$$s=b+\ln\frac{16b}{(b-s/2)^2}.$$

Starting from $s=b$ on the right, successive values are 16.89, 17.09 and 17.11, and the solution is near 17.12. Hence

$$L=\frac{17.12}{2(0.14124)}\approx60.6\ \text{angstrom}.$$

Quadrature gives 60.8 angstrom. If the actual thermal current of the same abrupt barrier replaces the ideal one, the crossing moves to 65.9 angstrom, or 6.59 nm. This is about 20% longer than $L_0$.

The band-edge expansion requires $a>0$, that is $s<2b$ or $L<2L_0$, but this condition is not sufficient. Once $s$ exceeds $b$, the barrier top has a smaller exponent than the band edge. As $L$ grows further, energies just below the top take over $J_t$, and the formula, which leaves them out, falls far too low well before $2L_0$. It should not be used much beyond the crossing found here. For barriers shorter than $L_0$ but still thick it remains a fair estimate, too high by about 15% because it omits the correction factor $1-2/a+3s/(4a^2)$.

## (c) Response to the barrier height

Hold $L$ and $T$ fixed and vary $V$. Then $b\propto V$ and $s\propto\sqrt V$, so $V\,db/dV=b$ and $V\,ds/dV=s/2$. The logarithmic response of the ideal thermal current $kTe^{-b}$ is $-b$. That of the tunnelling exponential alone is $-s/2$, which is $-b/2$ at $L_0$: half as strong.

The prefactor also depends on $V$. From $\ln J_t=\ln(16V)-s-2\ln a$ and $V\,da/dV=b-s/4$,

$$\frac{d\ln J_t}{d\ln V}=1-\frac s2-\frac{2(b-s/4)}{b-s/2}.$$

At $s=b$ the last term is $-2(3b/4)/(b/2)=-3$, so the response is

$$1-\frac b2-3=-\left(\frac b2+2\right)=-9.74.$$

At this local slope, the change in barrier height per decade of current is $V\ln10$ divided by the size of the response:

- Ideal thermal current: $kT\ln10=0.0595$ eV.
- Tunnelling exponential alone: 0.119 eV.
- Tunnelling current with prefactor: $0.40(2.3026)/9.74=0.095$ eV, against 0.0935 eV from quadrature.

The prefactor can be written $16V/a^2=16(V/a)^2/V$, and it strengthens the response in two equal parts. At $L_0$ the energy width $V/a$ has logarithmic response $1-3/2=-1/2$, which contributes $-1$ through its square. The factor $16E/V$ in the transmission contributes the other $-1$. The tunnelling values hold for small changes about $V=0.40$ eV. Since $\sqrt V$ flattens as $V$ grows, a full tenfold drop in tunnelling current needs a somewhat larger rise of the barrier, and a tenfold gain a somewhat smaller fall. The listed values equal a local gate-voltage swing, in volts per decade, if the barrier top follows the gate one to one.

## (d) Other cases

The table gives the length at which the exponentials match. Each row changes one feature of the reference case and holds the others fixed.

| Case | Length (angstrom) |
|---|---:|
| Reference | 54.8 |
| $T=400$ K | 41.1 |
| $T=77$ K | 213.4 |
| Mass 0.92 | 24.9 |
| Two-band decay, gap 1.1 eV | 68.7 |
| Parabolic barrier, base length | 69.7 |

The temperature and mass rows follow from $L_0\propto1/T$ and $L_0\propto m^{-1/2}$. The last two rows need a derivation.

**Two-band decay.** A conduction band coupled to a valence band at distance $E_g$ has the matrix

$$\begin{pmatrix}0&pk\\pk&-E_g\end{pmatrix},\qquad p^2=\frac{E_g}{2m}.$$

Its levels, measured from the conduction edge, obey $E(E+E_g)=p^2k^2$. The choice of $p$ gives $E\approx k^2/2m$ near that edge. A band-edge electron from the source lies at $-V$ relative to the conduction edge inside the barrier. Setting $E=-V$ and $k=i\kappa_g$ gives

$$\kappa_g^2=2mV\left(1-\frac V{E_g}\right).$$

The slower decay lengthens the crossover by $(1-0.40/1.1)^{-1/2}$, or about 25%.

**Parabolic barrier.** Take $V(x)=V(1-4x^2/L^2)$ for $|x|<L/2$. The turning points are $\pm(L/2)\sqrt{1-\varepsilon}$. Substituting $x=(L/2)\sqrt{1-\varepsilon}\,u$ in the semiclassical exponent gives

$$2\kappa\int\sqrt{1-\varepsilon-\frac{4x^2}{L^2}}\,dx
=\kappa L(1-\varepsilon)\int_{-1}^1\sqrt{1-u^2}\,du=\frac\pi4\,s(1-\varepsilon).$$

The total exponent $b\varepsilon+(\pi/4)s(1-\varepsilon)$ is linear in energy. At $s=4b/\pi$ it equals $b$ at every energy below the top, so the exponents of all routes match together at $L=(4/\pi)L_0$. The currents are not equal there: tunnelling collects electrons over the whole range $V$, thermal emission only over about $kT$, so tunnelling is larger by a factor of order $b$.

**Drain voltage.** Let the barrier fall linearly by $D=0.30$ eV from source to drain. Such a drop is no longer a small voltage, but electrons injected by the source keep the weight $e^{-E/kT}$. The band-edge exponent is

$$2\sqrt{2m}\int_0^L\sqrt{V-\frac{Dx}{L}}\,dx
=\frac{4\sqrt{2m}\,L}{3D}\left[V^{3/2}-(V-D)^{3/2}\right],$$

and it equals $b$ at $L=70.4$ angstrom.

Here the comparison of two ends fails. At a depth $\delta=V-E<D$ below the top, the electron tunnels only through the length $L\delta/D$. With $g=\sqrt{2m}\,L/D$, the total exponent is

$$b-\frac{\delta}{kT}+\frac43\,g\,\delta^{3/2}.$$

It is stationary where $2g\sqrt\delta=1/kT$. There the last term equals $2\delta/(3kT)$, so the exponent is $b-\delta/(3kT)$. For $L=70.4$ angstrom, where both ends have exponent $b$, this happens at $\delta=0.136$ eV, which is less than $D$ as required. The exponent there is lower than at either end by 1.76, which raises the exponential factor 5.8 times. Thermally assisted tunnelling is then the leading route, and a single crossover between band edge and top no longer describes the current.

**Source filling.** For a degenerate source the weight is $-\partial f/\partial E$. Take one transverse mode and a Fermi level 0.05 eV above the band edge. Equality of the actual currents, at 65.9 angstrom in the non-degenerate case, moves to 64.5 angstrom if the top stays 0.40 eV above the band edge. It moves to 66.6 angstrom if the top is 0.40 eV above the Fermi level. For this filling the shift is about 2% or less.

## Comparison with a silicon channel

The barrier height, mass and temperature are of the size met in a very short silicon n-channel in its off state. The reference model differs from such a device in two ways: a heavily doped silicon source is usually degenerate, and the working drain voltage is not small. The light transverse mass of silicon is roughly 0.19, the heavy longitudinal mass roughly 0.92, and the gap roughly 1.1 eV. The length $L$ is that of the potential barrier, which need not equal the gate length.

A real barrier is rounded and tilted by the drain. In the parabolic form the exponentials match at a base length of 69.7 angstrom, against 54.8 for the rectangle. That parabola is only $69.7/\sqrt2=49.3$ angstrom wide at half height, so the size and even the sign of the shift depend on how the length of a rounded barrier is defined. Rounding also softens the abrupt edges that produce the strong reflection in part (b), so the figure of 65.9 angstrom applies to the rectangle and not to a smooth barrier. The two-band row is a gauge of size, since silicon has an indirect gap and its decay constant requires its full band structure. These shifts were found one at a time and should not simply be added.

For a rectangular barrier with this mass and height at room temperature, 5.5 nm is thus the length at which the two exponentials match. The tilted and two-band cases above, and the parabola measured at its base, each give about 7 nm for the band-edge exponent. Using any of these lengths as a design limit would require the actual potential profile, the drain voltage, scattering and the permitted leakage current. The numerical output below lists the values used here.

## Calculated quantities

```
Barrier height: 0.40 eV
Mass: 0.19 electron masses
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Thermal exponent b: 15.473 (no unit)
Thermal factor exp(-b): 1.907e-07 (no unit)
Decay constant kappa: 0.14124 1/angstrom
Exponential crossover L0: 54.78 angstrom
Exponential crossover L0: 5.48 nm
Currents at L0:
  leading prefactor 64/b: 4.136 (no unit)
  tunnelling / ideal thermal: 3.929 (no unit)
  mean transmission above top: 0.300 (no unit)
  tunnelling / actual thermal: 13.08 (no unit)
  tunnelling share below V/2: 0.847 (no unit)
Equal-current crossovers:
  ideal thermal, formula: 60.60 angstrom
  ideal thermal, quadrature: 60.80 angstrom
  actual thermal, quadrature: 65.93 angstrom
  actual thermal, quadrature: 6.59 nm
Barrier change per decade of current at L0:
  ideal thermal: 0.0595 eV
  tunnelling exponent alone: 0.1191 eV
  full tunnelling current: 0.0935 eV
Neglected effects, exponential crossover:
  parabolic barrier, base length: 69.74 angstrom
  drop across tilted barrier: 0.30 eV
  tilted barrier, band-edge route: 70.43 angstrom
  assisted route, depth below top: 0.136 eV
  assisted route, exponent gain: 1.76 (no unit)
  assisted route, factor gain: 5.78 (no unit)
  rough gap for two-band decay: 1.1 eV
  two-band decay: 68.67 angstrom
  rough heavy-axis mass: 0.92 electron masses
  heavy-axis mass: 24.89 angstrom
  at 400 K: 41.08 angstrom
  at 77 K: 213.41 angstrom
Degenerate source, equal actual currents:
  Fermi level above band edge: 0.05 eV
  top 0.40 eV above band edge: 64.49 angstrom
  top 0.40 eV above Fermi level: 66.60 angstrom
```
